# Poisson ratios of a copper crystal pulled along [110]

## Question

I have the elastic constants of copper, \(C_{11}=168.4\), \(C_{12}=121.4\) and \(C_{44}=75.4\) GPa. I am asked to show that stretching a crystal along [110] makes it wider along \([1\bar10]\), with a Poisson ratio of about \(-0.14\).

I used \(\nu=C_{12}/(C_{11}+C_{12})\), which I had derived for a pull along a cube edge, and got \(+0.42\). I then tried holding the thickness along [001] fixed, to make the problem two-dimensional, and got \(+0.32\). Both say that the crystal becomes narrower. Where does the minus sign come from? And would I see the widening in a small copper strip, say one the size of wide chip wiring?

## Answer

Your two numbers are right for the problems they solve, but those are different problems. The first has the wrong pull direction. The second forbids the thickness change, which turns out to be what drives the widening. The stated result needs a uniaxial stress along [110] with all side faces free.

I assume small strains and linear elasticity, and count tension and extension as positive. The axes \(x,y,z\) lie along the cube edges, and \(e_{xy}\) is the tensor shear strain, half the engineering shear. Hooke's law for a cubic crystal is then

\[
\sigma_{xx}=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz}),\qquad \sigma_{xy}=2C_{44}e_{xy},
\]

and likewise for the other components.

### The pull in cube axes

A tension \(s\) along the unit vector \(n\) is the stress tensor \(\sigma_{ij}=s\,n_in_j\). It exerts no force on a face whose normal is perpendicular to \(n\), so the sides are free. With \(n=(1,1,0)/\sqrt2\),

\[
\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\frac s2,\qquad \sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0 .
\]

The pull is therefore an equal tension along two cube edges plus a shear between them. The crystal answers these two parts with different elastic constants.

**Normal strains.** Subtracting the \(yy\) equation from the \(xx\) equation gives \((C_{11}-C_{12})(e_{xx}-e_{yy})=0\), so \(e_{xx}=e_{yy}\). The two remaining equations are

\[
(C_{11}+C_{12})e_{xx}+C_{12}e_{zz}=\frac s2,\qquad
2C_{12}e_{xx}+C_{11}e_{zz}=0 .
\]

The second gives \(e_{zz}=-2C_{12}e_{xx}/C_{11}\). Put this into the first and multiply by \(C_{11}\):

\[
\left(C_{11}^2+C_{11}C_{12}-2C_{12}^2\right)e_{xx}=\frac{sC_{11}}2 .
\]

The bracket factorizes into

\[
D=(C_{11}-C_{12})(C_{11}+2C_{12}),
\]

so that

\[
e_{xx}=e_{yy}=\frac{sC_{11}}{2D},\qquad e_{zz}=-\frac{sC_{12}}D .
\]

**Shear strain.** From \(s/2=2C_{44}e_{xy}\),

\[
e_{xy}=\frac{s}{4C_{44}} .
\]

### Projection on the strip axes

The extension along a unit vector \(m\) is \(\sum_{ij}m_ie_{ij}m_j\). For \((1,\pm1,0)/\sqrt2\) this is \(\tfrac12(e_{xx}+e_{yy}\pm2e_{xy})\), hence

\[
e_{[110]}=e_{xx}+e_{xy},\qquad e_{[1\bar10]}=e_{xx}-e_{xy}.
\]

The shear between these two directions is \(\tfrac12(e_{xx}-e_{yy})=0\), and the shears involving \(z\) vanish too. A rectangular strip cut along these axes stays rectangular.

The equal tension on the cube edges widens the strip, and the shear narrows it. The sign depends on which is larger. Insert the strains and multiply numerator and denominator by \(4C_{44}D/s\). This turns \(e_{xx}\) into \(2C_{11}C_{44}\), \(e_{xy}\) into \(D\), and \(e_{zz}\) into \(-4C_{12}C_{44}\):

\[
\boxed{\nu_{[1\bar10]}=-\frac{e_{[1\bar10]}}{e_{[110]}}=-\frac{2C_{11}C_{44}-D}{2C_{11}C_{44}+D}},
\qquad
\nu_{[001]}=\frac{4C_{12}C_{44}}{2C_{11}C_{44}+D}.
\]

For copper, \(D=47.0\times411.2=19326.4\) GPa² and \(2C_{11}C_{44}=25394.7\) GPa². Therefore

\[
\nu_{[1\bar10]}=-\frac{25394.7-19326.4}{25394.7+19326.4}=-0.136,\qquad \nu_{[001]}=0.819 .
\]

The first rounds to the required \(-0.14\). As a test by another route, the elastic energy was minimized numerically for the same constants, with the stretch along [110] fixed and the other five strains free. It gives \(-0.1357\), the same as the formula to the digits printed.

The volume behaves normally. Adding the three normal strains gives

\[
2e_{xx}+e_{zz}=\frac{s(C_{11}-C_{12})}{D}=\frac{s}{C_{11}+2C_{12}}>0 .
\]

Per unit stretch this is \(1+0.136-0.819=0.317\). The crystal widens in one direction while thinning strongly in the other.

### Why holding the thickness changes the sign

Write \(e_1,e_2,e_3\) for the strains along [110], \([1\bar10]\) and [001]. Inverting the projection gives \(e_{xx}=e_{yy}=(e_1+e_2)/2\) and \(e_{xy}=(e_1-e_2)/2\). The stress on the width faces is \(\sigma_2=\sigma_{xx}-\sigma_{xy}\), so

\[
\sigma_2=\left(\frac{C_{11}+C_{12}}2-C_{44}\right)e_1+\left(\frac{C_{11}+C_{12}}2+C_{44}\right)e_2+C_{12}e_3,
\]

\[
\sigma_3=C_{12}(e_1+e_2)+C_{11}e_3 .
\]

Your second calculation sets \(e_3=0\) and \(\sigma_2=0\):

\[
\nu_{\rm held}=\frac{C_{11}+C_{12}-2C_{44}}{C_{11}+C_{12}+2C_{44}}=\frac{139.0}{440.6}=0.32 .
\]

With free thickness, \(\sigma_3=0\) gives \(e_3=-(C_{12}/C_{11})(e_1+e_2)\). This subtracts \(C_{12}^2/C_{11}=87.5\) GPa from both coefficients in \(\sigma_2\):

\[
\sigma_2=(69.5-87.5)\,e_1+(220.3-87.5)\,e_2\quad\text{(GPa)} .
\]

Suppose for a moment that the width is held. The stretch alone would put the width faces under tension, 69.5 GPa per unit strain, and they would move inward on release. The thinning along [001] adds a compression of 87.5 GPa per unit strain, which is larger, so they move outward. Setting \(\sigma_2=0\) gives \(e_2/e_1=18.0/132.8=0.136\), as before.

Partial clamping lies between these cases. Let the surroundings resist the thickness change with a stress \(\sigma_3=-ke_3\). Then \(C_{11}\) is replaced by \(C_{11}+k\) in the thickness balance, and the widening vanishes when \((C_{11}+C_{12})/2-C_{44}=C_{12}^2/(C_{11}+k)\), or

\[
k=\frac{2C_{12}^2}{C_{11}+C_{12}-2C_{44}}-C_{11}=43.7\ \text{GPa}.
\]

This \(k\) is a stress per unit strain of the strip, not the modulus of the surrounding material. For a cover of modulus \(M\) and thickness \(h\), between a strip of thickness \(t\) and a rigid wall, with the other strip face fixed, the face moves by \(te_3\). The cover strain is \(te_3/h\) in size, so \(k=Mt/h\).

### When does a cubic crystal widen?

Mechanical stability requires \(C_{44}>0\), \(C_{11}>C_{12}\) and \(C_{11}+2C_{12}>0\). These make \(D\) and \(C_{11}\) positive, so the denominator of \(\nu_{[1\bar10]}\) is positive. The crystal widens if

\[
C_{44}>\frac{D}{2C_{11}} .
\]

With copper's \(C_{11}\) and \(C_{12}\) held fixed, the threshold is 57.4 GPa, and the actual 75.4 GPa lies above it. Three limits at fixed \(C_{11}\) and \(C_{12}\) show what \(C_{44}\) does:

- **Isotropic, \(C_{44}=(C_{11}-C_{12})/2=23.5\) GPa.** Here \(2C_{11}C_{44}=C_{11}(C_{11}-C_{12})\). The factor \(C_{11}-C_{12}\) cancels, leaving \(\nu=2C_{12}/(2C_{11}+2C_{12})=0.42\). This is your first formula. It holds for a cube-edge pull in any cubic crystal, but for a [110] pull it needs isotropy.
- **Very stiff shear, \(C_{44}\to\infty\).** The shear strain vanishes and \(\nu_{[1\bar10]}\to-1\). The (001) plane then expands equally in all its directions.
- **Very soft shear, \(C_{44}\to0\).** The shear dominates and \(\nu_{[1\bar10]}\to+1\).

The side direction matters as much. Because the strain is diagonal in the strip axes, a side direction turned by \(\theta\) from \([1\bar10]\) toward [001] has

\[
\nu(\theta)=\nu_{[1\bar10]}\cos^2\theta+\nu_{[001]}\sin^2\theta .
\]

It vanishes at \(\tan^2\theta=0.1357/0.8187\), or \(\theta=22.2^\circ\). Averaged over all side directions, \(\cos^2\theta\) and \(\sin^2\theta\) each give one half, and the mean ratio is \(+0.34\). The widening is confined to a range of directions around \([1\bar10]\).

### A strip the size of wide chip wiring

Take a free-standing single crystal, 20000 nm long along [110], 2000 nm wide along \([1\bar10]\) and 500 nm thick along [001], under a tension of 50 MPa. Young's modulus along the pull is

\[
E=\frac{s}{e_{[110]}}=\left(\frac{C_{11}}{2D}+\frac1{4C_{44}}\right)^{-1}=130.3\ \text{GPa}.
\]

The strains are

\[
e_1=\frac{0.050}{130.3}=3.84\times10^{-4},\quad
e_2=0.1357\,e_1=5.2\times10^{-5},\quad
e_3=-0.8187\,e_1=-3.14\times10^{-4}.
\]

Multiplied by the dimensions, they give a length increase of 7.7 nm, a width increase of 0.10 nm and a thickness decrease of 0.16 nm. These values assume uniform stress. Near the grips the sides are not free, so the width result belongs to the middle of the strip.

Several effects neglected so far need an estimate. All material inputs below, other than your three constants, are rough.

**Thermal expansion.** With an expansion coefficient of \(17\times10^{-6}\) K⁻¹, a drift of \(5.2\times10^{-5}/(17\times10^{-6})=3.1\) K changes the width as much as the pull does. If the ends are fixed to a rigid silicon frame, with coefficient \(3\times10^{-6}\) K⁻¹, warming also releases the tension. The strip goes slack after \(3.84\times10^{-4}/(14\times10^{-6})=27\) K. An experiment at a chip's working temperature would have to control the force or restore the stretch.

**Softening.** For slopes of \(-0.03\), \(-0.02\) and \(-0.03\) GPa/K in \(C_{11}\), \(C_{12}\) and \(C_{44}\), warming by 80 K at fixed stress moves the ratio from \(-0.136\) to \(-0.128\). This shift is not reliable, because the ratio depends on a small difference between large terms. Changing each slope by only 0.005 GPa/K, up or down, puts the result anywhere between \(-0.138\) and \(-0.118\). Slopes of \(-0.040\), \(-0.018\) and \(-0.027\) GPa/K also give \(-0.138\), so even the sign of the shift is not fixed. The estimate shows that the widening survives the warming, but a trustworthy shift needs accurately measured slopes.

**Slow pulling.** If your constants are adiabatic, a slow pull needs a correction. At constant entropy per volume, \(c\,\Delta T/T+\alpha s=0\), where \(c\) is the heat capacity per volume and \(\alpha\) the linear expansion coefficient. The strip cools by \(\alpha Ts/c\). As it warms back to \(T\), every normal strain grows by \(qs\), with \(q=\alpha^2T/c\). For \(T=293\) K and \(c=3.4\) MJ/(m³ K), \(q=0.025\) TPa⁻¹. Added to the width and length strains per stress, this gives

\[
\nu=-\frac{1.041+0.025}{7.672+0.025}=-0.138 .
\]

**Nonlinearity.** Suppose each elastic constant changes by ten times the strain, or 0.38 percent. Over all combinations of signs the ratio then runs from \(-0.147\) to \(-0.125\). This is a cautious allowance, neither a prediction nor a strict bound. In a real crystal the changes are linked, and their effects on the ratio can largely cancel. The actual shift follows from the third-order elastic constants.

**Slip.** On the (111) plane along \([10\bar1]\), the resolved shear stress is \(s\,(2/\sqrt6)(1/2)=0.408\,s=20\) MPa. That is the largest value among the \(\{111\}\langle110\rangle\) slip systems. A soft bulk crystal slips at roughly 1 MPa, so it would flow at this load. Small crystals are often stronger, and the calculation assumes that this strip holds a resolved stress of 50 MPa. The real value depends on its size and on the dislocations it contains, so it must be checked for the actual strip. If slip starts earlier, use a smaller load: in linear elasticity the ratio stays the same and the width change shrinks in proportion.

### Misalignment and many grains

Both effects follow from the strain for a general pull direction. Define the compliances \(S_{11}=(C_{11}+C_{12})/D\), \(S_{12}=-C_{12}/D\) and \(S_{44}=1/C_{44}\). For \(\sigma_{ij}=sn_in_j\), Hooke's law gives

\[
e_{ii}=s\left[S_{12}+(S_{11}-S_{12})n_i^2\right],\qquad e_{ij}=\frac{sS_{44}}2n_in_j\quad(i\ne j).
\]

Project on \(m\perp n\). Since \((n\cdot m)^2=0\), the sum of \(n_in_jm_im_j\) over \(i\ne j\) equals \(-\sum_i n_i^2m_i^2\). With \(A=S_{11}-S_{12}-S_{44}/2\), the side strain per stress is

\[
S'_{12}=S_{12}+A\sum_i n_i^2m_i^2 .
\]

Projecting on \(n\) itself, the off-diagonal sum is \(1-\sum_i n_i^4\), and

\[
S'_{11}=S_{11}-A\left(1-\sum_i n_i^4\right).
\]

For copper \(S_{11}=14.995\), \(S_{12}=-6.282\) and \(A=14.645\), all in TPa⁻¹.

Turn the strip by \(\delta\) about [001]. Both sums in the corrections, \(\sum_i n_i^2m_i^2\) and \(1-\sum_i n_i^4\), become \(\tfrac12\cos^22\delta\). At \(\delta=0\) the side strain is \(-6.282+7.323=1.041\) TPa⁻¹, our earlier value. At \(5^\circ\) the ratio is \(-0.104\). Turns of \(5^\circ\) about [110] and \([1\bar10]\) give \(-0.128\) and \(-0.130\), so of these three the turn about [001] matters most.

For many randomly oriented grains, assume that each carries the same stress. The average of \(n_i^4\) over directions is \(1/5\), so \(\sum_i n_i^4\) averages to \(3/5\). At fixed \(n\), the average of \(m_i^2\) around it is \((1-n_i^2)/2\), so \(\sum_i n_i^2m_i^2\) averages to \((1-3/5)/2=1/5\). Hence

\[
\nu_{\rm grains}=-\frac{S_{12}+A/5}{S_{11}-2A/5}=\frac{3.353}{9.137}=0.37 .
\]

Real copper wiring in chips differs from the strip in two ways: it usually has many grains, and it is enclosed by other materials. The equal-stress average over random grains moves the ratio from \(-0.14\) to \(+0.37\). This is one extreme rule: assuming equal strain instead gives \(+0.32\). Textured wiring differs again; grains with [111] along the thickness give \(+0.50\) in the plane at equal stress. For a single crystal in our orientation, fully held thickness moves it to \(+0.32\). Either change removes the widening, but a fully held thickness is a limit. In the spring model the widening vanishes only for \(k>43.7\) GPa, and a soft cover with \(k=10\) GPa still leaves \(-0.095\). A bonded cover also shares the length and width strains, which that model omits. In any case \(-0.14\) should not be used as the Poisson ratio of ordinary wiring. To measure a ratio close to \(-0.14\), use a well-aligned single crystal with free faces, and keep the temperature steady to well below 3 K or correct for its drift. Slight misalignment or weak clamping reduces the widening before removing it. The numerical output below lists the main values.

## Computed values

```
C11: 168.4 GPa
C12: 121.4 GPa
C44: 75.4 GPa
C11 - C12: 47.0 GPa
C11 + 2 C12: 411.2 GPa
D: 19326.4 GPa^2
2 C11 C44: 25394.7 GPa^2
e_xx per stress: 4.3567 1/TPa
e_zz per stress: -6.2816 1/TPa
e_xy per stress: 3.3156 1/TPa
e[110] per stress: 7.6724 1/TPa
e[1-10] per stress: 1.0411 1/TPa
Young's modulus along [110]: 130.3 GPa
Poisson ratio toward [1-10], formula: -0.1357
Poisson ratio toward [1-10], energy minimum: -0.1357
Poisson ratio toward [001]: 0.8187
Volume strain per unit stretch: 0.3170
C44 above which the crystal widens: 57.4 GPa
Isotropic C44: 23.5 GPa
Poisson ratio at isotropic C44: 0.4189
Poisson ratio with thickness held: 0.3155
Surround stiffness cancelling the widening: 43.7 GPa
Side angle from [1-10] with zero ratio: 22.2 degrees
Strip stress: 50 MPa
Length: 20000 nm, strain 3.836e-04, change 7.672 nm
Width: 2000 nm, strain 5.205e-05, change 0.104 nm
Thickness: 500 nm, strain -3.141e-04, change -0.157 nm
Ratio after 5 degree turn about [110]: -0.1284
Ratio after 5 degree turn about [1-10]: -0.1303
Ratio after 5 degree turn about [001]: -0.1039
Ratio for many grains at equal stress: 0.3669
Rough slopes of C11, C12, C44: -0.03 -0.02 -0.03 GPa/K
Warming: 80 K
Ratio after warming: -0.1279
Rough expansion coefficient, copper: 17 1e-6/K
Rough expansion coefficient, silicon: 3 1e-6/K
Temperature drift imitating the widening: 3.1 K
Warming that slackens strip on silicon frame: 27.4 K
Room temperature: 293 K
Rough heat capacity: 3.4 MJ/(m^3 K)
Added compliance q for slow pull: 0.0249 1/TPa
Ratio for slow pull: -0.1385
Rough relative change by nonlinearity: 0.38 percent
Lowest ratio with nonlinearity: -0.1471
Highest ratio with nonlinearity: -0.1245
Largest Schmid factor: 0.4082
Largest resolved shear stress: 20.4 MPa
Rough slip strength, soft bulk crystal: 1 MPa
Rough slip strength, submicron crystal: 50 MPa
```
